# Valence Dirac orbitals outside the core and relativistic pseudopotentials

An electron moves in a spherical local potential energy $V(r)$. Hartree atomic units are used, with $c=1/\alpha$, and the energy $\varepsilon$ is measured from the rest energy. The large and small radial components $P$ and $Q$ of a bound state satisfy

$$P'+\frac{\kappa}{r}P=\Big(2c+\frac{\varepsilon-V}{c}\Big)Q,\qquad Q'-\frac{\kappa}{r}Q=-\frac{\varepsilon-V}{c}\,P, \tag{1}$$

with $\int_0^\infty(P^2+Q^2)\,dr=1$. Here $\kappa=-(l+1)$ for $j=l+\tfrac12$ and $\kappa=l$ for $j=l-\tfrac12$, where $l$ belongs to the large component. The shorthand used below is

$$M=1+\tfrac{\alpha^2}{2}(\varepsilon-V),\qquad KP=P'+\frac{\kappa}{r}P,\qquad L=\frac{P'}{P}.$$

The core radius $r_c$ lies beyond the outermost node of the valence $P$, in a region where the nucleus is screened. "Valence size" means that $\varepsilon-V$ and $V'$ contain no bare factor $Z$ there.

## (a) Eliminate the small component

**Find the second-order equation for $P$, without approximation, and compare it with the Schrödinger equation.**

Since $2c+(\varepsilon-V)/c=2cM$, the first equation of (1) gives $Q=KP/(2cM)$. Insert this in the second equation and multiply by $2cM$. The derivative of $1/M$ contributes $-(M'/M)KP$, so

$$(KP)'-\frac{M'}{M}KP-\frac{\kappa}{r}KP+2M(\varepsilon-V)P=0 .$$

The first and third terms combine to

$$P''+\frac{\kappa}{r}P'-\frac{\kappa}{r^2}P-\frac{\kappa}{r}P'-\frac{\kappa^2}{r^2}P=P''-\frac{\kappa(\kappa+1)}{r^2}P .$$

Both values of $\kappa$ give $\kappa(\kappa+1)=l(l+1)$. Moreover $M'=-\alpha^2V'/2$ and $2M(\varepsilon-V)=2(\varepsilon-V)+\alpha^2(\varepsilon-V)^2$. Hence

$$P''-\frac{l(l+1)}{r^2}P+2(\varepsilon-V)P=-S, \tag{2}$$

$$S=\alpha^2\Big[(\varepsilon-V)^2P+\frac{V'}{2M}\Big(P'+\frac{\kappa}{r}P\Big)\Big]. \tag{3}$$

With $S=0$ this is the radial Schrödinger equation with the same $V$ and with the Dirac energy $\varepsilon$. The first term of $S$ comes from the energy dependence of the mass. The second contains the gradient of $V$ and, through $\kappa$, the spin-orbit coupling.

## (b) Compare the two regions

**Estimate $S$ outside $r_c$ and near the nucleus.**

Outside $r_c$ every factor in the bracket of (3) has valence size, and $M=1+O(\alpha^2)$. Thus $S$ is $\alpha^2$ times a valence-size quantity, and the large component obeys the Schrödinger equation up to terms of that order. The factor multiplying $\alpha^2$ depends on the atom through the screened potential.

At $r\sim1/Z$ the potential is nearly $-Z/r$, so $V\sim Z^2$, $V'\sim Z^3$ and $KP\sim ZP$. Both terms then give $S\sim\alpha^2Z^4P$. The terms kept in the Schrödinger equation are of size $Z^2P$, so the relative correction is $(Z\alpha)^2$.

The small parameter outside is therefore $\alpha^2$ because the nuclear potential is screened there. The result fails if $r_c$ is moved deep into the core, or if $\varepsilon$ is raised so far that $\alpha^2(\varepsilon-V)$ is no longer small. It also does not say that the valence state is free of $(Z\alpha)^2$ effects: these enter through $\varepsilon$ and through $L(r_c)$, which the core determines.

## (c) Does the small local term stay small?

**Let $u$ be the decaying Schrödinger solution at the same $\varepsilon$. How far apart are the logarithmic derivatives of $P$ and $u$ at $r_c$?**

Take $W=uP'-Pu'$. In $W'=uP''-Pu''$ the terms with $l(l+1)$ and $\varepsilon-V$ cancel, which leaves $W'=-uS$. Both solutions decay, so $W(\infty)=0$ and $W(r_c)=\int_{r_c}^\infty uS\,dr$. Division by $uP$ at $r_c$ gives

$$\delta L\equiv\frac{P'}{P}-\frac{u'}{u}\bigg|_{r_c}=\frac{1}{u(r_c)P(r_c)}\int_{r_c}^{\infty}uS\,dr=O(\alpha^2). \tag{4}$$

Provided $r_c$ is not close to the node, so that $u(r_c)P(r_c)$ is of valence size, the local error does not build up into something larger over the valence region.

## (d) Where does the relativistic energy shift come from?

**Let $\alpha^2$ in $M$ be a function $\lambda(r)$, so that relativity can be switched off in part of space. Find the change of $\varepsilon$, and estimate the contributions of the two regions.**

Write $F=cQ$ and $K^\dagger=-d/dr+\kappa/r$. Equations (1) become

$$KP=2MF,\qquad K^\dagger F=(\varepsilon-V)P,\qquad M=1+\tfrac{\lambda}{2}(\varepsilon-V).$$

Both $P$ and $F$ are continuous where $\lambda$ jumps, because their derivatives remain finite. A small change $\delta\lambda$ gives

$$K\delta P=2M\,\delta F+2F\,\delta M,\qquad K^\dagger\delta F=(\varepsilon-V)\delta P+P\,\delta\varepsilon .$$

Multiply the first by $F$ and the second by $P$, integrate, and move $K$ and $K^\dagger$ by parts. The boundary terms vanish for bound states, so

$$\int(\varepsilon-V)P\,\delta P\,dr=\int 2MF\,\delta F\,dr+\int2F^2\delta M\,dr,$$

$$\int 2MF\,\delta F\,dr=\int(\varepsilon-V)P\,\delta P\,dr+\delta\varepsilon\int P^2dr .$$

Adding them leaves $\delta\varepsilon\int P^2dr=-\int2F^2\delta M\,dr$. Since $2\,\delta M=(\varepsilon-V)\delta\lambda+\lambda\,\delta\varepsilon$,

$$\delta\varepsilon\int(P^2+\lambda F^2)\,dr=-\int(\varepsilon-V)F^2\,\delta\lambda\,dr. \tag{5}$$

Now raise $\lambda$ from $0$ to $\alpha^2$ outside $r_c$ and keep it at $\alpha^2$ inside. During this change $F$, $\varepsilon$ and the norm vary by $O(\alpha^2)$ relative to their values. With $\alpha^2F^2=Q^2$ the shift is

$$\Delta\varepsilon_{\rm out}\simeq-\int_{r_c}^{\infty}(\varepsilon-V)\,Q^2\,dr . \tag{6}$$

The error is $O(\alpha^2)$ relative to the same integral with $|\varepsilon-V|$. That distinction matters because $\varepsilon-V$ changes sign at the classical turning point. Outside the core $Q\simeq\alpha KP/2$, so the shift is $\alpha^2$ times a valence-size number.

For the core part of an s state, use (5) to leading order, with integrand $\tfrac{\alpha^2}{4}(\varepsilon-V)(KP)^2$. Write $P=rR$; with $\kappa=-1$ this gives $KP=rR'$. The semiclassical amplitude is $P^2\sim N^2/p$, where $p$ is the local momentum and the valence region fixes $N^2$. At $r\sim1/Z$ one has $p\sim Z$, hence $P^2\sim1/Z$ and $R^2\sim Z$. Then $R'^2\sim Z^3$ and $(rR')^2\sim Z$, so the region contributes

$$\alpha^2\times Z^2\times Z\times\frac1Z=(Z\alpha)^2 .$$

Farther out, $(KP)^2\sim p^2P^2\sim p$, and the integrand is of order $\alpha^2|V|^{3/2}\lesssim\alpha^2(Z/r)^{3/2}$. Its integral beyond $r$ is at most of order $\alpha^2Z^{3/2}r^{-1/2}$, which falls with $r$. Closer in, for $r\ll1/Z$, $R'^2$ stays of order $Z^3$, so the integrand is of order $\alpha^2(Z/r)\,r^2Z^3=\alpha^2Z^4r$, and its integral up to $r$, of order $\alpha^2Z^4r^2$, is small against $(Z\alpha)^2$. The shift thus arises mainly at distances of order $1/Z$. This is a leading-order estimate, and for heavy atoms $Z\alpha$ is not very small.

## (e) Which norm must a pseudo-orbital conserve?

**Relate the energy dependence of $L(r_c)$ to the charge inside $r_c$.**

A dot denotes $\partial/\partial\varepsilon$ at fixed $V$. Differentiating (1) gives

$$\dot P'=-\frac{\kappa}{r}\dot P+2cM\dot Q+\frac Qc,\qquad \dot Q'=\frac{\kappa}{r}\dot Q-\frac{\varepsilon-V}{c}\dot P-\frac Pc .$$

In $(P\dot Q-Q\dot P)'=P'\dot Q+P\dot Q'-Q'\dot P-Q\dot P'$ the terms in $\kappa$, in $M$ and in $\varepsilon-V$ cancel in pairs. What remains is

$$(P\dot Q-Q\dot P)'=-\frac{P^2+Q^2}{c}.$$

The left bracket equals $P^2\,\partial_\varepsilon(Q/P)$ and vanishes at the origin for the regular solution. From (a), $Q/P=(L+\kappa/r)/(2cM)$, and $\dot M=\alpha^2/2$. Therefore

$$\int_0^{r_c}(P^2+Q^2)\,dr=-\frac{P^2}{2M}\Big[\dot L-\frac{\alpha^2}{2M}\Big(L+\frac{\kappa}{r_c}\Big)\Big]_{r_c}=-\tfrac12P^2\dot L\,\big|_{r_c}+O(\alpha^2). \tag{7}$$

The Schrödinger equation obeys the same relation with $\alpha=0$. A pseudo-orbital that equals $P$ at $r_c$ and whose core norm equals the full Dirac norm, including $Q^2$, therefore has the Dirac $\dot L$ up to $O(\alpha^2)$. For the decaying solution, integration from $r_c$ to infinity reverses the sign: $\dot L_{\rm out}\simeq+2\int_{r_c}^\infty(P^2+Q^2)\,dr/P(r_c)^2$.

## (f) Construct the pseudopotential

**Replace the core of an s orbital by a nodeless Schrödinger function, and find the error in the eigenvalue. How are different $j$ combined?**

Inside $r_c$ take $u=re^{p(r)}$ with

$$p=b_0+b_2r^2+b_4r^4+s\,(1-r^2/r_c^2)^3 .$$

The last term and its first two derivatives vanish at $r_c$. The three $b$'s can therefore match the value, the slope and the curvature, the last being taken from the Schrödinger equation so that the potential is continuous. For $r<r_c$ the last bracket is positive, so the core norm increases monotonically with $s$, from zero to infinity, and the norm condition fixes $s$ uniquely. Since $u'/u=1/r+p'$,

$$\frac{u''}{u}=\Big(\frac{u'}{u}\Big)'+\Big(\frac{u'}{u}\Big)^2=p''+p'^2+\frac{2p'}{r},\qquad V_{\rm ps}=\varepsilon+\tfrac12\Big(p''+p'^2+\frac{2p'}{r}\Big). \tag{8}$$

Outside $r_c$, $V_{\rm ps}=V$. At the Dirac energy the inner pseudo-solution has the Dirac value of $L$, while the outer Schrödinger solution differs from it by $\delta L$. The mismatch, inner minus outer, is thus $\delta L$. By (e) its energy slope is $-2/P(r_c)^2$ for a normalized orbital, so it vanishes at

$$\varepsilon_{\rm ps}-\varepsilon\simeq\tfrac12P(r_c)^2\,\delta L=O(\alpha^2). \tag{9}$$

The $(Z\alpha)^2$ effects are now contained in $V_{\rm ps}$, and the remaining calculation is nonrelativistic.

For $l>0$ each $\kappa$ has its own potential, $V_+$ for $j=l+\tfrac12$ and $V_-$ for $j=l-\tfrac12$. The operator $\mathbf L\cdot\mathbf S$ has the values $l/2$ and $-(l+1)/2$. Solving $\bar V+\tfrac l2V_{\rm so}=V_+$ and $\bar V-\tfrac{l+1}2V_{\rm so}=V_-$ gives

$$V_{\rm so}=\frac{2(V_+-V_-)}{2l+1},\qquad \bar V=\frac{(l+1)V_++lV_-}{2l+1},$$

and the operator is $\bar V+V_{\rm so}\,\mathbf L\cdot\mathbf S$.

$V_{\rm ps}$ is still screened by the valence electrons. To use it in another environment one removes their Hartree and exchange-correlation potentials and assumes a frozen core, which is a further approximation.

## (g) Copper, silver and gold

**Evaluate the two energy shifts for the valence s orbitals with $r_c=2$ bohr, and check the pseudopotential for gold.**

The potentials come from self-consistent Dirac–Kohn–Sham calculations for the neutral atoms, with local-density exchange only, spherical averaging, no spin polarization and a point nucleus. Relativity is then switched off inside or outside $r_c$ with the potential held fixed. Each shift is the Dirac energy minus the energy with that region made nonrelativistic. The grid limits the shifts to an accuracy of up to about two percent, so their last digits are uncertain.

| | Cu 4s | Ag 5s | Au 6s |
|---|---|---|---|
| $(Z\alpha)^2$ | 0.0448 | 0.118 | 0.332 |
| inner shift (Ha) | $-0.0079$ | $-0.0213$ | $-0.0799$ |
| inner shift$/(Z\alpha)^2$ (Ha) | $-0.176$ | $-0.181$ | $-0.240$ |
| outer shift ($10^{-7}$ Ha) | $-1.55$ | $-1.37$ | $-1.98$ |
| outer shift$/\alpha^2$ (Ha) | $-0.0029$ | $-0.0026$ | $-0.0037$ |

From copper to gold the inner shift grows by a factor 10.1, against 7.4 for $Z^2$. The excess comes from terms beyond leading order in $Z\alpha$. The first-order inner shift from (5), evaluated with the nonrelativistic orbital in the same $V$, is $-0.169$, $-0.160$ and $-0.164$ Ha times $(Z\alpha)^2$, a gold-to-copper ratio of 7.2. The outer shift changes little and does not follow $Z^2$. For gold the shifts are $-2.17$ eV and $-5.4\times10^{-6}$ eV. These are shifts at fixed potential. When the nonrelativistic atom is made self-consistent as well, the screening changes, and the Dirac-minus-Schrödinger differences in the same model are smaller: $-0.0060$, $-0.0145$ and $-0.058$ Ha, the last being $-1.6$ eV for gold.

The running integral of $(\varepsilon-V)Q^2$ reaches half its final value at 0.031, 0.019 and 0.0090 bohr, that is, at $0.91/Z$, $0.88/Z$ and $0.71/Z$, as the estimate in (d) suggests.

The local term can be checked by hand for gold. At $r_c$, $\varepsilon-V=0.658$ Ha, $V'=1.205$ Ha/bohr and $L-1/r_c=0.337-0.500=-0.163$ bohr$^{-1}$. With $M\simeq1$, (3) gives

$$\frac{S}{2P\alpha^2}\simeq\tfrac12\big[0.658^2-\tfrac12(1.205)(0.163)\big]=\tfrac12(0.433-0.098)=0.168 .$$

The outer energy shift is much smaller than $\alpha^2$ times this number. In (6) the integral of $|\varepsilon-V|Q^2$ is itself only $0.0086\,\alpha^2$, and opposite signs on the two sides of the turning point reduce it to $0.0037\,\alpha^2$.

The choice of $r_c$ matters. For gold, relativity beyond 0.01, 0.1, 0.5 and 1 bohr contributes $-4.8\times10^{-2}$, $-2.5\times10^{-3}$, $-1.1\times10^{-4}$ and $-2.4\times10^{-5}$ Ha. In units of $\alpha^2=5.33\times10^{-5}$ these are about $-900$, $-46$, $-2.1$ and $-0.45$. A coefficient of order one or less requires a radius outside most of the core.

For the gold pseudopotential, direct integration in the potential tabulated on the grid gives $\varepsilon=-0.18625$ Ha; the grid error of the potential itself shifts this by about $1\times10^{-5}$ Ha, to $-0.18626$ Ha at convergence. The grid used for the shifts gives $-0.18639$ Ha; its error is larger than the outer shift, but that shift is a difference of two energies on the same grid. The core norm and the value of $\delta L$ used below are taken from the grid orbital and the grid energy, so their last digits are uncertain. The core norm is 0.2011, of which $Q^2$ supplies $5.4\times10^{-5}$, or $2.7\times10^{-4}$ of the core norm. Relation (7) without its $\alpha^2$ terms holds to $2.2\times10^{-5}$ relative to the core norm, so omitting $Q^2$ would be the larger error.

The ratio of core norm to $P(r_c)^2$ is 0.5149 bohr, hence $P(r_c)^2=0.2011/0.5149=0.3906$ bohr$^{-1}$. With $\delta L=-1.84\times10^{-6}$ bohr$^{-1}$, (9) predicts

$$\varepsilon_{\rm ps}-\varepsilon\simeq\tfrac12(0.3906)(-1.84\times10^{-6})=-3.6\times10^{-7}\ \text{Ha},$$

which agrees with the computed $-3.6\times10^{-7}$ Ha.

Switching relativity off outside $r_c$ instead raises the energy, by $2.0\times10^{-7}$ Ha. The two procedures join the regions differently: the pseudopotential matches $P'/P$, the switched equation matches $F/P$, or equivalently $2F/P=KP/(MP)$. The latter adds $-(M-1)(L-1/r_c)$ to the mismatch. Here $M-1=\tfrac12(5.33\times10^{-5})(0.658)=1.75\times10^{-5}$, so the addition is $+2.85\times10^{-6}$ bohr$^{-1}$ and the mismatch becomes $+1.01\times10^{-6}$ bohr$^{-1}$. Multiplication by $\tfrac12P(r_c)^2$ gives $+2.0\times10^{-7}$ Ha, as found. Both differences are of order $\alpha^2$.

Away from the reference energy, norm conservation keeps $L(r_c)$ close to its Dirac value. At $\varepsilon+0.05$ Ha, $L$ is 0.28526 bohr$^{-1}$ for the Dirac equation, 0.28513 for the pseudopotential, and 0.82789 for the all-electron Schrödinger equation in the same $V$. The grid error of the potential moves these values by $2$ to $3\times10^{-5}$ bohr$^{-1}$, but not the pseudopotential error of $-1.3\times10^{-4}$ bohr$^{-1}$. At $\varepsilon-0.05$ Ha that error is $-1.2\times10^{-4}$ bohr$^{-1}$. Nearly equal errors of one sign on both sides are what a term of second order in the energy change produces; at $\pm0.025$ Ha the error is about a quarter as large, $-3.2\times10^{-5}$ bohr$^{-1}$. The large error of the all-electron Schrödinger treatment comes from its nonrelativistic core.

The numerical check tests the elimination, the matching and norm identities, the outer energy shift and the pseudopotential.

## Calculated quantities

```
alpha^2 = 5.325135e-05 ; core radius r_c = 2.0 bohr
largest relative grid error, hydrogenic Z=79: 1.3e-05
columns: Cu 4s, Ag 5s, Au 6s
nuclear charge Z: 29, 47, 79
(Z alpha)^2: 0.044784, 0.11763, 0.33234
Dirac energy eps [Ha]: -0.14463, -0.13869, -0.18639
V(r_c) [Ha]: -0.56206, -0.74108, -0.84472
eps - V(r_c) [Ha]: 0.41743, 0.60239, 0.65833
V'(r_c) [Ha/bohr]: 0.67037, 1.0079, 1.2051
max |S/(2P)|/alpha^2, 2<r<10 bohr [Ha]: 0.035441, 0.16778, 0.16753
P'/P - u'/u at r_c, outer solutions [1/bohr]: -2.5549e-06, 2.5136e-08, -1.8411e-06
same from the integral of u S [1/bohr]: -2.5549e-06, 2.5135e-08, -1.8411e-06
shift from relativity inside r_c [Ha]: -0.0078931, -0.02126, -0.079852
  divided by (Z alpha)^2 [Ha]: -0.17625, -0.18073, -0.24027
shift from relativity outside r_c [Ha]: -1.5534e-07, -1.3717e-07, -1.984e-07
  same from -int (eps-V) Q^2 [Ha]: -1.5535e-07, -1.3718e-07, -1.9842e-07
  divided by alpha^2 [Ha]: -0.0029171, -0.0025759, -0.0037257
outer int |eps-V| Q^2 / alpha^2 [Ha]: 0.0058144, 0.005254, 0.0085976
half-value radius of int (eps-V) Q^2 [bohr]: 0.031407, 0.018755, 0.0090424
  times Z [bohr]: 0.9108, 0.8815, 0.71435
inner shift, ratio Au/Cu: 10.12 ; (79/29)^2 = 7.42
Au inner shift: -2.173 eV
Au outer shift: -5.40e-06 eV
Au shift from relativity beyond 0.01 bohr: -4.7686e-02 Ha
Au shift from relativity beyond 0.10 bohr: -2.4681e-03 Ha
Au shift from relativity beyond 0.50 bohr: -1.1280e-04 Ha
Au shift from relativity beyond 1.00 bohr: -2.3801e-05 Ha
Au shift from relativity beyond 2.00 bohr: -1.9840e-07 Ha
Au 6s norm inside r_c, P^2+Q^2: 0.20110
Au 6s norm inside r_c, Q^2 only: 5.384e-05
Au 6s energy by direct integration: -0.1862495 Ha
Au L = P'/P at r_c: 0.337358 1/bohr
Au dL/d eps at r_c: -1.029888 1/(bohr Ha)
Au core norm / P(r_c)^2: 0.514933 bohr
Au core norm / (-P^2 L_dot/2) - 1: -2.18e-05
pseudo-orbital b0, b2, b4: -1.080225, 0.234199 bohr^-2, -0.034357 bohr^-4
pseudo-orbital norm parameter s: -0.787523
pseudopotential near r = 0: 2.28828 Ha
pseudo energy minus Dirac energy: -3.578e-07 Ha
L at r_c [1/bohr]: Dirac, pseudo, all-electron Schroedinger
  energy offset -0.05 Ha: 0.38827, 0.38814, 0.91308
  energy offset +0.00 Ha: 0.33736, 0.33736, 0.87072
  energy offset +0.05 Ha: 0.28526, 0.28513, 0.82789
```
